# Logarithmic imprint from a uniform distribution of trapping barriers: test program

```python
"""
Result under test: traps with first-order capture time tau = tau0*exp(E/kT)
and barriers E uniform on [E_LO, E_HI] fill as
    f(t) = [Ein(t/tau1) - Ein(t/tau2)] / L,   L = ln(tau2/tau1),
which is close to [ln(t/tau1) + gamma]/L for tau1 << t << tau2.
tau1, tau2: capture times of the lowest and highest barrier; gamma: Euler's
constant; Ein(x): integral of (1-exp(-u))/u from 0 to x.
The trapped sheet charge sigma, between a ferroelectric (F) and an interlayer
(I), shifts the hysteresis loop by sigma*d_I/(eps0*eps_I).
Positive direction: top electrode -> ferroelectric -> interlayer -> bottom.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import exp1

GAMMA = np.euler_gamma
K_EV = const.k / const.e            # Boltzmann constant, eV/K
EPS0 = const.epsilon_0

# Round model parameters
TAU0 = 1e-13                        # s
E_LO, E_HI = 0.6, 1.2               # eV
T_ROOM, T_BAKE = 300.0, 360.0       # K
N_TRAP = 1e17                       # 1/m^2
D_F, D_I = 10e-9, 1e-9              # m
EPS_F, EPS_I = 30.0, 10.0
E_COERCIVE = 1e8                    # V/m
V_LIMIT = 0.1                       # V
DELTA = 0.05                        # allowed relative deficit of the slope

GL_X, GL_W = np.polynomial.legendre.leggauss(400)


def capture_time(barrier, temp):
    return TAU0 * np.exp(barrier / (K_EV * temp))


def filled_quad(t, temp, lo=E_LO, hi=E_HI, density=None):
    """Filled fraction from its definition: quadrature over barriers."""
    barrier = 0.5 * (hi + lo) + 0.5 * (hi - lo) * GL_X
    weight = 0.5 * (hi - lo) * GL_W
    g = 1.0 / (hi - lo) if density is None else density(barrier)
    return np.sum(weight * g * -np.expm1(-t / capture_time(barrier, temp)))


def slope_quad(t, temp, **kw):
    """df/d(ln t) by central difference of the quadrature."""
    h = 1e-3
    return (filled_quad(t * np.exp(h), temp, **kw)
            - filled_quad(t * np.exp(-h), temp, **kw)) / (2 * h)


def ein(x):
    return exp1(x) + np.log(x) + GAMMA


tau1, tau2 = capture_time(E_LO, T_ROOM), capture_time(E_HI, T_ROOM)
L = (E_HI - E_LO) / (K_EV * T_ROOM)


def filled_exact(t):
    return (ein(t / tau1) - ein(t / tau2)) / L


def filled_log(t):
    return (np.log(t / tau1) + GAMMA) / L


# Closed form against quadrature, inside and outside the interval
for t in np.geomspace(0.01 * tau1, 100 * tau2, 60):
    assert abs(filled_quad(t, T_ROOM) - filled_exact(t)) < 1e-10

# Closed form against random capture events (five standard deviations)
rng = np.random.default_rng(7)
n_events = 400_000
random_tau = capture_time(rng.uniform(E_LO, E_HI, n_events), T_ROOM)
event_time = rng.exponential(1.0, n_events) * random_tau
mc_time = 1e2
mc_fraction = np.mean(event_time < mc_time)
for t in (1e-2, 1.0, mc_time, 1e4, 1e6):
    assert abs(np.mean(event_time < t) - filled_exact(t)) \
        < 5 * 0.5 / np.sqrt(n_events)

# Bounds on the remainder of the logarithmic law (1e-10: rounding)
for t in np.geomspace(tau1, tau2, 80):
    rest = L * filled_quad(t, T_ROOM) - np.log(t / tau1) - GAMMA
    assert -t / tau2 - 1e-10 <= rest
    assert rest <= tau1 / t * np.exp(-t / tau1) + 1e-10

# Slope formula and the window in which the slope is nearly constant
for t in np.geomspace(0.1 * tau1, 10 * tau2, 50):
    formula = np.exp(-t / tau2) - np.exp(-t / tau1)
    assert abs(L * slope_quad(t, T_ROOM) - formula) < 1e-6
win_lo, win_hi = tau1 * np.log(2 / DELTA), tau2 * DELTA / 2
assert win_lo < win_hi
window_slopes = [L * slope_quad(t, T_ROOM)
                 for t in np.geomspace(win_lo, win_hi, 80)]
assert min(window_slopes) >= 1 - DELTA and max(window_slopes) <= 1 + 1e-6
end_slopes = [L * slope_quad(t, T_ROOM) for t in (tau1, tau2)]
assert max(end_slopes) < 1 - DELTA

# A narrow distribution (width 4 kT) never reaches the full slope
narrow_L = 4.0
narrow_hi = E_LO + narrow_L * K_EV * T_ROOM
narrow_best = max(narrow_L * slope_quad(t, T_ROOM, hi=narrow_hi)
                  for t in np.geomspace(tau1, 60 * tau1, 2000))
r = np.exp(-narrow_L)
assert abs(narrow_best - (1 - r) * r ** (r / (1 - r))) < 1e-5
assert narrow_best < 1 - DELTA


# A linearly rising barrier density: slope follows kT*g(E_front)
def rising(barrier):
    return 2 * (barrier - E_LO) / (E_HI - E_LO) ** 2


rising_slopes = []
for t in (1.0, 1e4):
    front = K_EV * T_ROOM * (np.log(t / TAU0) + GAMMA)
    slope = slope_quad(t, T_ROOM, density=rising)
    # tolerance: the cut at the highest barrier costs about t/tau2
    assert abs(slope / (K_EV * T_ROOM * rising(front)) - 1) < 2e-3
    rising_slopes.append(slope)
assert rising_slopes[1] > 1.5 * rising_slopes[0]


# Electrostatics: finite-volume Poisson equation for the two-layer stack
def field_in_ferroelectric(voltage, polarization, sigma, n_f=10, n_i=5):
    width = np.r_[np.full(n_f, D_F / n_f), np.full(n_i, D_I / n_i)]
    eps = np.r_[np.full(n_f, EPS_F), np.full(n_i, EPS_I)]
    pol = np.r_[np.full(n_f, polarization), np.zeros(n_i)] / EPS0
    n = n_f + n_i
    matrix, rhs = np.zeros((n + 1, n + 1)), np.zeros(n + 1)
    matrix[0, 0] = matrix[n, n] = 1.0
    rhs[0] = voltage
    c = eps / width * D_I           # scaled to order one
    for i in range(1, n):
        matrix[i, i - 1], matrix[i, i + 1] = -c[i - 1], -c[i]
        matrix[i, i] = c[i - 1] + c[i]
        sheet = sigma / EPS0 if i == n_f else 0.0
        rhs[i] = (sheet - pol[i] + pol[i - 1]) * D_I
    phi = np.linalg.solve(matrix, rhs)
    return (phi[0] - phi[1]) / width[0]


def voltage_for(field, polarization, sigma):
    return brentq(lambda v: (field_in_ferroelectric(v, polarization, sigma)
                             - field) / E_COERCIVE, -100, 100, xtol=1e-12)


sigma_full = -const.e * N_TRAP      # electrons, for stored P > 0
v_sat = abs(sigma_full) * D_I / (EPS0 * EPS_I)
for field, pol in ((E_COERCIVE, 0.0), (-E_COERCIVE, 0.0),
                   (1.5 * E_COERCIVE, 0.15), (-0.3 * E_COERCIVE, 0.12)):
    full_voltage = voltage_for(field, pol, sigma_full)
    direct = field * D_F + D_I * (EPS0 * EPS_F * field + pol
                                  + sigma_full) / (EPS0 * EPS_I)
    assert abs(full_voltage - direct) < 1e-8
    assert abs(full_voltage - voltage_for(field, pol, 0.0) + v_sat) < 1e-8

aged_time = 1e4
sigma_aged = sigma_full * filled_quad(aged_time, T_ROOM)
fresh = [voltage_for(s * E_COERCIVE, 0.0, 0.0) for s in (1, -1)]
aged = [voltage_for(s * E_COERCIVE, 0.0, sigma_aged) for s in (1, -1)]
assert aged[0] < fresh[0] and aged[1] < fresh[1]

# Imprint per decade deep inside the window, at both temperatures
per_decade = {}
for temp in (T_ROOM, T_BAKE):
    numeric = v_sat * (filled_quad(10.0, temp) - filled_quad(1.0, temp))
    per_decade[temp] = v_sat * K_EV * temp * np.log(10) / (E_HI - E_LO)
    # tolerance: remainder of the logarithmic law, at most about 10 s/tau2
    assert abs(numeric / per_decade[temp] - 1) < 2e-3

# Time to the imprint limit, and its apparent activation energy
e_limit = E_LO + (E_HI - E_LO) * V_LIMIT / v_sat
t_limit, t_limit_log = {}, {}
for temp in (T_ROOM, T_BAKE):
    t_limit[temp] = np.exp(brentq(
        lambda s: v_sat * filled_quad(np.exp(s), temp) - V_LIMIT,
        np.log(capture_time(E_LO, temp)), np.log(capture_time(E_HI, temp)),
        xtol=1e-12))
    t_limit_log[temp] = TAU0 * np.exp(e_limit / (K_EV * temp) - GAMMA)
    assert abs(t_limit[temp] / t_limit_log[temp] - 1) < 1e-3
e_apparent = (K_EV * np.log(t_limit[T_ROOM] / t_limit[T_BAKE])
              / (1 / T_ROOM - 1 / T_BAKE))
assert abs(e_apparent - e_limit) < 1e-4

# Past the slowest trap: saturation, while the logarithm overshoots
ten_years = 10 * const.year
assert 1 - filled_quad(ten_years, T_ROOM) < 1e-6
assert filled_log(ten_years) > 1.05
assert abs(filled_quad(tau2, T_ROOM) - (1 - exp1(1.0) / L)) < 1e-10

print(f"barriers: {E_LO} to {E_HI} eV; tau0 = {TAU0:.0e} s")
print(f"trap density: {N_TRAP * 1e-4:.0e} per cm^2")
print(f"thickness F, I: {D_F * 1e9:.0f}, {D_I * 1e9:.0f} nm")
print(f"relative permittivity F, I: {EPS_F:.0f}, {EPS_I:.0f}")
print(f"coercive field: {E_COERCIVE * 1e-8:.1f} MV/cm")
for temp in (T_ROOM, T_BAKE):
    print(f"T = {temp:.0f} K: kT = {K_EV * temp * 1e3:.3f} meV, "
          f"L = {(E_HI - E_LO) / (K_EV * temp):.3f}")
    print(f"  tau1 = {capture_time(E_LO, temp):.3e} s, "
          f"tau2 = {capture_time(E_HI, temp):.3e} s")
    print(f"  imprint per decade = {per_decade[temp] * 1e3:.2f} mV")
    print(f"  time to {V_LIMIT} V: exact {t_limit[temp]:.4g} s, "
          f"log law {t_limit_log[temp]:.4g} s")
print(f"Euler constant: {GAMMA:.4f}")
print(f"full trapped charge: {sigma_full * 100:.3f} uC/cm^2")
print(f"saturated imprint magnitude: {v_sat * 1e3:.2f} mV")
print(f"barrier at the limit: {e_limit:.4f} eV")
print(f"apparent activation energy: {e_apparent:.4f} eV")
print(f"300 K window for slope deficit below {DELTA * 100:.0f} %:")
print(f"  {win_lo:.3e} s to {win_hi:.3e} s, "
      f"{np.log10(win_hi / win_lo):.2f} decades")
print(f"L*slope at tau1, tau2: {end_slopes[0]:.3f}, {end_slopes[1]:.3f}")
print(f"largest L*slope for L = {narrow_L:.0f}: {narrow_best:.3f}")
print("300 K imprint magnitude: time (s), exact (mV), log law (mV)")
for t in (1e-2, 1.0, 1e2, 1e4, 1e6, tau2, ten_years):
    print(f"  {t:.3e}  {v_sat * filled_quad(t, T_ROOM) * 1e3:.2f}"
          f"  {v_sat * filled_log(t) * 1e3:.2f}")
print(f"filled fraction at {mc_time:.0f} s: exact "
      f"{filled_exact(mc_time):.4f}, random events {mc_fraction:.4f}")
print(f"filled fraction at tau2: {filled_quad(tau2, T_ROOM):.4f}")
print(f"coercive voltages, fresh: {fresh[0]:.3f}, {fresh[1]:.3f} V")
print(f"  after {aged_time:.0e} s: {aged[0]:.3f}, {aged[1]:.3f} V")
print("filling rate at 1 s and 1e4 s, % of traps per decade:")
print(f"  uniform density: {slope_quad(1.0, T_ROOM) * np.log(10) * 100:.2f},"
      f" {slope_quad(1e4, T_ROOM) * np.log(10) * 100:.2f}")
print(f"  rising density: {rising_slopes[0] * np.log(10) * 100:.2f},"
      f" {rising_slopes[1] * np.log(10) * 100:.2f}")
print("all assertions hold")
```

Output:

```
barriers: 0.6 to 1.2 eV; tau0 = 1e-13 s
trap density: 1e+13 per cm^2
thickness F, I: 10, 1 nm
relative permittivity F, I: 30, 10
coercive field: 1.0 MV/cm
T = 300 K: kT = 25.852 meV, L = 23.209
  tau1 = 1.201e-03 s, tau2 = 1.442e+07 s
  imprint per decade = 17.95 mV
  time to 0.1 V: exact 250.7 s, log law 250.7 s
T = 360 K: kT = 31.022 meV, L = 19.341
  tau1 = 2.510e-05 s, tau2 = 6.299e+03 s
  imprint per decade = 21.54 mV
  time to 0.1 V: exact 0.6179 s, log law 0.6178 s
Euler constant: 0.5772
full trapped charge: -1.602 uC/cm^2
saturated imprint magnitude: 180.95 mV
barrier at the limit: 0.9316 eV
apparent activation energy: 0.9316 eV
300 K window for slope deficit below 5 %:
  4.430e-03 s to 3.606e+05 s, 7.91 decades
L*slope at tau1, tau2: 0.632, 0.368
largest L*slope for L = 4: 0.911
300 K imprint magnitude: time (s), exact (mV), log law (mV)
  1.000e-02  21.02  21.02
  1.000e+00  56.93  56.93
  1.000e+02  92.83  92.83
  1.000e+04  128.73  128.74
  1.000e+06  164.11  164.64
  1.442e+07  179.24  185.45
  3.154e+08  180.95  209.50
filled fraction at 100 s: exact 0.5130, random events 0.5125
filled fraction at tau2: 0.9905
coercive voltages, fresh: 1.300, -1.300 V
  after 1e+04 s: 1.171, -1.429 V
filling rate at 1 s and 1e4 s, % of traps per decade:
  uniform density: 9.92, 9.91
  rising density: 6.24, 14.10
all assertions hold
```
